\section*{Periodic virial stress for angular forces without unique pair forces, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: stress from bond vectors}

\textbf{Q.} For a pair potential I know what to do: multiply each pair force by the separation of the pair and add. An angular potential gives an energy to three atoms together. I can find the force on each atom, but not "the force of this atom on that one". What is there to multiply?

\textbf{A.} Let us leave forces aside and begin with the work done in a small deformation. Displace every point of the material by $\delta r_a=\eta_{ab}r_b$, where $\eta$ is a small constant matrix, $a,b$ are Cartesian components and repeated component indices are summed. For a cell of volume $V$, the potential part of the stress is defined by
\begin{equation}
\delta E=V\sigma^{\rm pot}_{ab}\,\eta_{ab},\qquad
\sigma^{\rm pot}_{ab}=\frac1V\left.\frac{\partial E}{\partial\eta_{ab}}\right|_{\eta=0}.
\label{def}
\end{equation}
If stretching costs energy the stress is positive, so tension is positive and pressure is minus one third of the trace. The volume is that of the current cell, which makes this the Cauchy stress. Nothing in the definition mentions pairs.

\textbf{Q.} The energy of a periodic crystal is infinite, and an atom near a wall has neighbours outside the cell. What is $E$?

\textbf{A.} It is the energy per cell, written with bond vectors. Let atom $i$ sit at $\mathbf r_i$, and let $\mathbf T$ be a lattice vector, an integer combination of the three cell vectors. A bond from $i$ to an image of $j$ is
\begin{equation}
\mathbf d=\mathbf r_j-\mathbf r_i+\mathbf T .
\label{bond}
\end{equation}
A triplet consists of a centre $i$ in the home cell and two different bonds $\mathbf d_1,\mathbf d_2$ that start there, ending on images of $j$ and $k$. Then
\begin{equation}
E=\sum_{\rm triplets}\phi(r_1,r_2,c),\qquad
r_n=|\mathbf d_n|,\quad \mathbf u_n=\frac{\mathbf d_n}{r_n},\quad
c=\mathbf u_1\cdot\mathbf u_2 .
\label{energy}
\end{equation}
Each unordered pair of bonds at a centre is counted once. The ends may lie in any cell, and in a small cell $j$ and $k$ may be two images of one atom. I assume that $\phi$ and its first derivatives go smoothly to zero at a cutoff $r_c$, so that a triplet entering or leaving the sum does not affect a first derivative.

\textbf{Q.} When the cell is strained, the atoms move and the lattice vectors change as well. Do the walls need separate treatment?

\textbf{A.} Not if both follow the same deformation. The positions become $(1+\eta)\mathbf r_i$ and the lattice vectors $(1+\eta)\mathbf T$. Inserting both in (\ref{bond}) gives
\begin{equation}
\mathbf d\;\to\;(1+\eta)\mathbf r_j-(1+\eta)\mathbf r_i+(1+\eta)\mathbf T=(1+\eta)\mathbf d .
\end{equation}
A bond through a wall therefore stretches by the same rule as a bond inside. Define
\begin{equation}
\mathbf G_1=\left.\frac{\partial\phi}{\partial\mathbf d_1}\right|_{\mathbf d_2},\qquad
\mathbf G_2=\left.\frac{\partial\phi}{\partial\mathbf d_2}\right|_{\mathbf d_1}.
\end{equation}
Since $\delta d_{1a}=\eta_{ab}d_{1b}$, and likewise for $\mathbf d_2$, the chain rule gives
\begin{equation}
\delta\phi=G_{1a}\,\delta d_{1a}+G_{2a}\,\delta d_{2a}
=\eta_{ab}\left(G_{1a}d_{1b}+G_{2a}d_{2b}\right).
\end{equation}
Comparison with (\ref{def}) yields
\begin{equation}
\sigma^{\rm pot}_{ab}=\frac{W_{ab}}V,\qquad
W_{ab}=\sum_{\rm triplets}\left(G_{1a}d_{1b}+G_{2a}d_{2b}\right).
\label{virial}
\end{equation}
The quantities multiplied are bond vectors and energy gradients with respect to them. I call $W$ the virial; it is an energy.

\textbf{Q.} You have renamed the pair force. Is $\mathbf G_1$ not simply the force between $i$ and $j$?

\textbf{A.} It generally does not point along the bond. Differentiate $c=\mathbf d_1\cdot\mathbf d_2/(r_1r_2)$ with $\mathbf d_2$ fixed. The numerator contributes $\mathbf d_2/(r_1r_2)=\mathbf u_2/r_1$. The factor $1/r_1$ contributes $-(\mathbf d_1\cdot\mathbf d_2)\mathbf u_1/(r_1^2r_2)=-c\,\mathbf u_1/r_1$. With subscripts on $\phi$ for partial derivatives,
\begin{align}
\mathbf G_1&=\phi_{r_1}\mathbf u_1+\frac{\phi_c}{r_1}(\mathbf u_2-c\,\mathbf u_1),\label{g1}\\
\mathbf G_2&=\phi_{r_2}\mathbf u_2+\frac{\phi_c}{r_2}(\mathbf u_1-c\,\mathbf u_2).\label{g2}
\end{align}
The last term of (\ref{g1}) is perpendicular to $\mathbf u_1$, because $\mathbf u_1\cdot\mathbf u_2-c=0$. It turns the bond without stretching it.

The forces on the atoms follow without any pairing. Moving $j$ changes $\mathbf d_1$ by the same amount, moving $k$ changes $\mathbf d_2$, and moving $i$ changes both by the opposite amount. A force is minus an energy gradient, so
\begin{equation}
\mathbf F_i=\mathbf G_1+\mathbf G_2,\qquad \mathbf F_j=-\mathbf G_1,\qquad \mathbf F_k=-\mathbf G_2
\label{forces}
\end{equation}
within one triplet. They add to zero.

\textbf{Q.} A force across the bond worries me. With it, $G_{1a}d_{1b}$ is not symmetric, yet a stress without internal torques should be.

\textbf{A.} The two terms must be taken together. Multiply (\ref{g1}) by $\mathbf d_1=r_1\mathbf u_1$ and (\ref{g2}) by $\mathbf d_2=r_2\mathbf u_2$, writing $\mathbf{xy}$ for the matrix $x_ay_b$:
\begin{align}
\mathbf G_1\mathbf d_1&=r_1\phi_{r_1}\mathbf u_1\mathbf u_1+\phi_c(\mathbf u_2\mathbf u_1-c\,\mathbf u_1\mathbf u_1),\\
\mathbf G_2\mathbf d_2&=r_2\phi_{r_2}\mathbf u_2\mathbf u_2+\phi_c(\mathbf u_1\mathbf u_2-c\,\mathbf u_2\mathbf u_2).
\end{align}
Their sum is
\begin{equation}
\begin{split}
\mathbf w={}&r_1\phi_{r_1}\mathbf u_1\mathbf u_1+r_2\phi_{r_2}\mathbf u_2\mathbf u_2\\
&+\phi_c\left[\mathbf u_1\mathbf u_2+\mathbf u_2\mathbf u_1-c(\mathbf u_1\mathbf u_1+\mathbf u_2\mathbf u_2)\right].
\end{split}
\label{closed}
\end{equation}
The unsymmetric parts $\mathbf u_2\mathbf u_1$ and $\mathbf u_1\mathbf u_2$ have the same coefficient, so the virial of each triplet is symmetric. The cause is that $\phi$ depends on lengths and an angle, which a rotation leaves alone.

\textbf{Q.} What does the bracket mean physically?

\textbf{A.} Take its trace. Each $\mathbf u_n\mathbf u_n$ has trace 1 and each mixed product has trace $c$, so the trace is $2c-2c=0$. A uniform expansion keeps angles, so the terms with $\phi_c$ add nothing to the pressure. They can still contribute to the rest of the stress, because a shear generally changes angles. What remains is
\begin{equation}
\operatorname{tr}\mathbf w=r_1\phi_{r_1}+r_2\phi_{r_2}.
\label{trace}
\end{equation}
A three-body potential can still produce a large pressure through its dependence on bond length.

\textbf{Q.} And a pair energy, if the model contains one as well?

\textbf{A.} The same argument covers it. A term $\phi_2(r)$ has $\mathbf G=\phi_2'(r)\mathbf u$ and virial $r\phi_2'\,\mathbf u\mathbf u$, counted once per pair. If each pair is listed from both ends, each listing carries half.

\textbf{Q.} I would like to see this hold where symmetry cannot help.

\textbf{A.} Take eight atoms in a diamond-like cell, sheared by a few per cent into a triclinic shape, with random displacements of 0.008 nm standard deviation per component. The energy contains the pair and angular terms given in the second half. It was summed over explicit images and differentiated numerically for all nine $\eta_{ab}$. The result agreed with the bond-vector virial within $4.2\times10^{-8}$ eV, while the largest component was 11.892 eV. The cell is shorter than two cutoffs, so a single nearest image per atom is not guaranteed to be enough; the sum over explicit images needs no such guarantee.

\textbf{Q.} There is a shorter formula. For a finite cluster one writes $-\sum_i\mathbf F_i\mathbf r_i$, using total forces alone. That also avoids pairs. Why not use it here?

\textbf{A.} In a periodic cell it leaves out the work done by changing the lattice vectors. Insert (\ref{bond}) in (\ref{virial}), with $\mathbf T_1,\mathbf T_2$ the lattice vectors of the two bonds:
\begin{equation}
\begin{split}
W=\sum_{\rm triplets}\big[&\mathbf G_1(\mathbf r_j-\mathbf r_i)+\mathbf G_2(\mathbf r_k-\mathbf r_i)\\
&+\mathbf G_1\mathbf T_1+\mathbf G_2\mathbf T_2\big].
\end{split}
\end{equation}
In the first line $\mathbf r_i$ is multiplied by $-(\mathbf G_1+\mathbf G_2)$, $\mathbf r_j$ by $\mathbf G_1$ and $\mathbf r_k$ by $\mathbf G_2$. By (\ref{forces}) each factor is minus the force on that atom. Summing over triplets collects the total force on each atom:
\begin{equation}
W=-\sum_i\mathbf F_i\mathbf r_i+B,\qquad
B=\sum_{\rm triplets}(\mathbf G_1\mathbf T_1+\mathbf G_2\mathbf T_2).
\label{boundary}
\end{equation}
Here $B_{ab}$ is the derivative of $E$ when the lattice vectors are strained and the Cartesian positions are held still. For an isolated cluster all $\mathbf T$ vanish, and your formula is recovered.

\textbf{Q.} Is $B$ a small surface correction?

\textbf{A.} It can be everything. Consider the diamond structure stretched by 2\% along $x$ at fixed width. Three perpendicular twofold axes pass through each atom and survive this strain. A force unchanged by all three rotations must be zero, so $-\sum_i\mathbf F_i\mathbf r_i=0$. In the carbon model of the second half, the actual stress is 24.6 GPa along $x$ and 6.9 GPa along $y$. All of it comes from $B$.

There is a second fault. Store atom $i$ one lattice vector $\mathbf A$ further on, which is physically the same crystal. Then $-\sum_i\mathbf F_i\mathbf r_i$ changes by $-\mathbf F_i\mathbf A$. The bond vectors do not change, so their integers must adjust, and $B$ changes by $+\mathbf F_i\mathbf A$. The sum $W$ is unaffected; the short formula is not.

\textbf{Q.} Suppose I insist on pair forces. I can surely find some that reproduce (\ref{forces}). Would I obtain another stress?

\textbf{A.} Let us find all of them. Call the third side $\mathbf d_3=\mathbf d_2-\mathbf d_1$, from $j$ to $k$. Put vectors $\mathbf g_1,\mathbf g_2,\mathbf g_3$ on the three sides, each pulling its starting atom by $+\mathbf g$ and its end atom by $-\mathbf g$. The atomic forces require
\begin{equation}
\begin{aligned}
\mathbf g_1+\mathbf g_2&=\mathbf G_1+\mathbf G_2,\\
-\mathbf g_1+\mathbf g_3&=-\mathbf G_1,\\
-\mathbf g_2-\mathbf g_3&=-\mathbf G_2 .
\end{aligned}
\end{equation}
Name the free vector $\mathbf q=\mathbf g_3$. The last two lines give
\begin{equation}
\mathbf g_1=\mathbf G_1+\mathbf q,\qquad \mathbf g_2=\mathbf G_2-\mathbf q,\qquad \mathbf g_3=\mathbf q,
\label{split}
\end{equation}
and the first is then satisfied. Every $\mathbf q$ is allowed, so the atomic forces do not determine pair forces. The virial is
\begin{equation}
\mathbf g_1\mathbf d_1+\mathbf g_2\mathbf d_2+\mathbf g_3\mathbf d_3
=\mathbf G_1\mathbf d_1+\mathbf G_2\mathbf d_2+\mathbf q(\mathbf d_1-\mathbf d_2+\mathbf d_3).
\label{gauge}
\end{equation}
The last parenthesis is zero because the triangle closes. The total stress is the same for every split.

\textbf{Q.} But physical pair forces should act along the line joining the atoms. Does that not select one $\mathbf q$?

\textbf{A.} It does for a triangle that is not flat, but it is an extra demand. Try
\begin{equation}
\mathbf q=-\frac{\phi_c}{r_1r_2}\mathbf d_3
=-\frac{\phi_c}{r_1}\mathbf u_2+\frac{\phi_c}{r_2}\mathbf u_1 .
\label{central}
\end{equation}
Adding this to (\ref{g1}) cancels its $\mathbf u_2$ term, and subtracting it from (\ref{g2}) cancels the $\mathbf u_1$ term there:
\begin{align}
\mathbf g_1&=\left[\phi_{r_1}+\phi_c\left(\frac1{r_2}-\frac c{r_1}\right)\right]\mathbf u_1,\\
\mathbf g_2&=\left[\phi_{r_2}+\phi_c\left(\frac1{r_1}-\frac c{r_2}\right)\right]\mathbf u_2 .
\end{align}
All three forces now lie along their sides. If $\mathbf u_1$ and $\mathbf u_2$ are not parallel, no other multiple of $\mathbf d_3$ removes the $\mathbf u_2$ term from $\mathbf g_1$. The central split is therefore unique among central splits, but (\ref{virial}) never needed it.

The potential stress of a periodic cell follows from bond vectors and the energy gradients with respect to them, and every split into pair forces gives the same total. It remains to see how nearest-image wrapping can spoil such a split, to relate the virial to the force across a plane, and to add the kinetic term for a recoil.
